# Island density scales as the cube root of flux over diffusivity

## A surface with a fixed number of islands

Suppose that a surface already carries \(N\) islands per adsorption site, and forbid new ones for the moment. Atoms land at flux \(F\) (monolayers per second) and wander with diffusivity \(D\) (site areas per second) until an island captures them. Let \(n\) be the number of mobile adatoms per site. Capture is proportional to \(D\), to \(n\) and to \(N\), with a dimensionless capture number \(\sigma_x\):

\[
\frac{dn}{dt}=F-\sigma_xDNn .
\]

Starting from a bare terrace, \(n=\frac{F}{\sigma_xDN}\left(1-e^{-\sigma_xDNt}\right)\), which settles at

\[
n=\frac{F}{\sigma_xDN}. \tag{1}
\]

Now ask how often two adatoms would meet. Meetings are proportional to \(Dn^2\), so by (1) they occur at a rate proportional to \(F^2/(DN^2)\). Existing islands suppress new ones because they keep the adatoms scarce. If each meeting makes a permanent island, then per deposited monolayer

\[
\frac{dN}{d\theta}=\frac1F\frac{dN}{dt}\propto\frac{F}{D}\,\frac1{N^2},\qquad \theta=Ft .
\]

Since \(N^2\,dN=d(N^3)/3\), this suggests \(N^3\propto\theta F/D\). The argument uses the steady value (1) while \(N\) is changing, and it ignores the adatoms lost in forming dimers. Both points need justification.

## The rate equations

Let \(n_s\) be the density of islands of \(s\) atoms, so \(n_1=n\) and \(N=\sum_{s\ge2}n_s\). Dimers are stable and immobile, nothing desorbs, and the capture numbers \(\sigma_1\) (adatom by adatom) and \(\sigma_x\) (adatom by any island) are constants. Mean field means that encounter rates are products of average densities.

Two adatoms approach each other with relative diffusivity \(2D\), and identical pairs must be counted once. The dimer rate is therefore \(\tfrac12\sigma_1(2D)n^2=\sigma_1Dn^2\), and each event removes two adatoms. With \(R=D/F\), dividing all rates by \(F\) gives

\[
\frac{dn_2}{d\theta}=\sigma_1Rn^2-\sigma_xRn\,n_2,\qquad
\frac{dn_s}{d\theta}=\sigma_xRn\,(n_{s-1}-n_s)\quad(s\ge3).
\]

When these are summed over \(s\ge2\), each loss from size \(s\) cancels the gain of size \(s+1\). Growth changes an island's size but not the number of islands, so only dimer formation survives:

\[
\frac{dn}{d\theta}=1-2\sigma_1Rn^2-\sigma_xRnN,\qquad
\frac{dN}{d\theta}=\sigma_1Rn^2 . \tag{2}
\]

These equations let every landing atom become an adatom and let no islands merge, so they describe low coverage.

## First derivation: the long-time limit of the rate equations

Put \(S=\sqrt{\sigma_xR}\), \(n=u/S\), \(N=v/S\), \(\theta=\tau/S\) and \(k=\sigma_1/\sigma_x\). Then \(dn/d\theta=u'\), \(\sigma_1Rn^2=ku^2\) and \(\sigma_xRnN=uv\), where a prime means \(d/d\tau\). Equations (2) become

\[
u'=1-2ku^2-uv,\qquad v'=ku^2,\qquad u(0)=v(0)=0. \tag{3}
\]

Flux and diffusivity now enter only through \(\tau=\theta\sqrt{\sigma_xR}\). Large \(D/F\) at fixed coverage is the same limit as long scaled time.

At first the losses are negligible, so \(u\simeq\tau\) and \(v\simeq k\tau^3/3\). In this stage \(N\simeq\sigma_1R\theta^3/3\), which grows with \(D/F\). The cube-root law therefore cannot hold at the very start of deposition.

For late times, the steady balance \(uv\to1\) can be proved.

1. \(v\) grows without bound. It never decreases, so otherwise it would approach a finite \(v_\infty\). Then \(u\) would approach the positive root of \(1-2ku^2-v_\infty u=0\), and \(v'=ku^2\) would stay above a positive number, contradicting a finite limit.
2. \(u\to0\). For any number \(V\), eventually \(v>V\), hence \(u'\le1-Vu\) and \(u\) ends no higher than \(1/V\) in the limit. \(V\) is arbitrary.
3. \(p=uv\to1\). By the product rule,
\[
p'=u'v+uv'=v\,(1-p-2ku^2)+ku^3=v\,(1-p+\varepsilon),\qquad
\varepsilon=-2ku^2+\frac{ku^3}{v}\to0 .
\]
With \(dz=v\,d\tau\), this reads \(dp/dz=1-p+\varepsilon\). Since \(z\to\infty\), \(p\) relaxes to 1.

Multiplying \(v'=ku^2\) by \(3v^2\) gives

\[
\frac{d(v^3)}{d\tau}=3kp^2\to3k,\qquad\text{so}\qquad \frac{v^3}{3k\tau}\to1 .
\]

Restoring the original variables, \(N^3=v^3/S^3\to3k\theta S/S^3=3k\theta/(\sigma_xR)\), or

\[
\boxed{N\simeq N_0=\left(\frac{3\sigma_1\theta}{\sigma_x^2}\right)^{1/3}\left(\frac FD\right)^{1/3}},\qquad \frac DF\to\infty,\ \theta\ \text{fixed}. \tag{4}
\]

**The approach to the limit.** Write \(v_0=(3k\tau)^{1/3}\). At late times \(u\simeq1/v\), and item 3 gives \(p\simeq1-2k/v^2\), hence \(p^2\simeq1-4k/v^2\). Therefore

\[
v^3\simeq3k\tau-12k^2\int_0^\tau\frac{d\tau'}{(3k\tau')^{2/3}}
=v_0^3-12k\,v_0 .
\]

The early stage adds a constant to \(v^3\), which is smaller than \(v_0\) at late times. Taking the cube root to first order,

\[
N\simeq N_0\left(1-\frac{4k}{v_0^2}\right),\qquad v_0^2=\sigma_xRN_0^2 . \tag{5}
\]

The correction is the cost of making dimers: adatoms that pair up are missing from the supply. Since \(v_0^2\propto R^{1/3}\), differentiating \(\ln N\) at fixed coverage gives the local exponent

\[
\chi=\frac{d\ln N}{d\ln(F/D)}\simeq\frac13-\frac{4k}{3v_0^2}. \tag{6}
\]

Numerical integration of (2) at 0.1 monolayer (ML), with \(\sigma_1=3\) and \(\sigma_x=6\), gives \(\chi=0.279\), 0.322, 0.331 and 0.333 for \(D/F=10^4\), \(10^6\), \(10^8\) and \(10^{10}\). The cube root is a limit that is approached from below in this model.

**A bound.** If \(k\ge1/4\), then \(N<N_0\) at all times after the start. From \(u'\le1-2ku^2\) and \(u(0)=0\) we have \(u<1/\sqrt{2k}\le\sqrt2\). Suppose \(p\) reached 1 for the first time. There \(v=1/u\), and \(p'=-2ku^2v+ku^3=ku(u^2-2)<0\), whereas a first arrival from below needs \(p'\ge0\). So \(p<1\), and \(d(v^3)/d\tau<3k\).

## Second derivation: the diffusion field around an island

The second route does not assume a capture number for islands. It keeps the spatial variation of the adatom density and replaces the surroundings of each island by an average cell. Measure length in units of the square root of the site area, so that densities per site and per unit area agree.

Give each island a circular cell of radius \(L\), with \(\pi L^2N=1\). Nearly all deposited atoms sit in compact islands one layer high, so the island fills a fraction \(\theta\) of its cell and has radius \(L\sqrt\theta\). Outside it, a steady adatom density obeys

\[
\frac1r\frac{d}{dr}\left(r\frac{dn}{dr}\right)=-\frac1R,\qquad
n(L\sqrt\theta)=0,\qquad n'(L)=0 .
\]

The first condition says that the edge absorbs every arriving atom; the second says that neighbouring cells exchange no net current. Integrating from \(r\) to \(L\) gives \(r\,n'=(L^2-r^2)/(2R)\). Dividing by \(r\) and integrating from the island edge,

\[
n=\frac1{2R}\left[L^2\ln\frac{r}{L\sqrt\theta}-\frac{r^2-L^2\theta}{2}\right].
\]

Let \(x=r^2/L^2\), the fraction of the cell's area inside radius \(r\). With \(L^2=1/(\pi N)\),

\[
n=\frac{g(x,\theta)}{4\pi RN},\qquad g=\ln\frac x\theta-(x-\theta),\qquad \theta<x<1 . \tag{7}
\]

The prefactor \(1/(RN)\) is that of (1), but it now comes from the diffusion equation. Dimers form locally at \(\sigma_1Rn^2\) per unit area and coverage. Averaged over the cell,

\[
\frac{dN}{d\theta}=\sigma_1R\int_\theta^1n^2\,dx=\frac{\sigma_1G(\theta)}{16\pi^2RN^2},\qquad G(\theta)=\int_\theta^1g^2\,dx .
\]

Multiplying by \(3N^2\) and integrating,

\[
N=\left[\frac{3\sigma_1}{16\pi^2}\int_0^\theta G(\theta')\,d\theta'\right]^{1/3}\left(\frac FD\right)^{1/3}. \tag{8}
\]

The integral is finite: \(0\le g\le\ln(1/\theta)\), so \(G\le\ln^2\theta\), which is integrable at zero. For constant \(\sigma_1\), the bracket depends on coverage alone, and the cube root follows again.

The steady profile is justified afterwards. Diffusion across a cell takes a time of order \(L^2/D\), while the cell changes over a time \(\theta/F\). Their ratio is \(1/(\pi NR\theta)\), which vanishes as \(R^{-2/3}\) at fixed coverage. Loss to dimers, relative to capture by islands, is of order \(n/N\sim1/(RN^2)\), which vanishes as \(R^{-1/3}\).

## What each derivation assumes

Both assume stable, immobile dimers, no desorption, and a local pairing rate \(\sigma_1Dn^2\). They differ in what they take as given.

The first takes \(\sigma_x\) as a constant and the adatom density as uniform. In return, it proves the steady balance from a bare surface and supplies the correction (5). The second assumes the steady balance, compact islands and equal cells that readjust whenever an island is born. In return, it derives the capture strength. Setting total capture equal to the flux landing outside islands, \(\sigma_xRN\bar n=1-\theta\), where \(\bar n=\int_\theta^1n\,dx\), gives

\[
\sigma_x=\frac{4\pi(1-\theta)}{\int_\theta^1g\,dx},
\]

which depends on coverage but not on \(D/F\). This is why a capture number that changes during growth need not spoil the exponent. Its value does depend on the surroundings assumed for an island: at 0.1 ML the equal cells give \(\sigma_x\simeq11\), nearly twice the value used in the example below.

The prefactors of (4) and (8) need not agree. The Cauchy–Schwarz inequality gives \(\int n^2dx\ge\bar n^2/(1-\theta)\ge\bar n^2\), so at equal \(N\) and \(\bar n\) the cell nucleates faster than the uniform model. Pairs form preferentially far from islands, where adatoms are plentiful.

**Effects of coverage.** Two omissions in (2) can be restored at leading order. Let \(A=\sigma_1/(\sigma_x^2R)\), so that (4) is \(N_0^3=3A\theta\).

If atoms landing on islands join them directly, the adatom source is \(1-\theta\). Then \(n=(1-\theta)/(\sigma_xRN)\), \(N^2dN/d\theta=A(1-\theta)^2\), and \(N^3=A[1-(1-\theta)^3]\).

For coalescence, take randomly placed discs of radius \(r\). As they grow by \(dr\), each meets \(N\,2\pi(2r)\,d(2r)\) others. Halving to count pairs gives \(4\pi N^2r\,dr=2N\,d\theta\) mergers per unit area, because \(d\theta=2\pi Nr\,dr\). Hence \(dN/d\theta=A/N^2-2N\), or \(d(N^3)/d\theta=3A-6N^3\), with solution \(N^3=\tfrac A2(1-e^{-6\theta})\).

At 0.1 ML these multiply \(N_0\) by 0.967 and 0.909 respectively. The second factor overstates coalescence: new islands form preferentially away from existing ones, so fewer compact islands touch at this coverage than random placement implies. Neither factor contains \(D/F\), so the limiting exponent survives.

**Slowly varying capture numbers.** Consider an absorbing disc of radius \(r_0\) in a medium where other adatoms and islands remove adatoms. The density recovers over a screening length \(\xi\), with \(\xi^{-2}=\sigma_xN+2\sigma_1n\), as \(n(r)=n_\infty[1-K_0(r/\xi)/K_0(X)]\), where \(X=r_0/\xi\) and \(K_0,K_1\) are modified Bessel functions. Since \(K_0'=-K_1\), the inflow \(2\pi r_0Dn'(r_0)\), divided by \(Dn_\infty\), is

\[
\sigma=2\pi X\frac{K_1(X)}{K_0(X)} .
\]

For an adatom \(X\) becomes small at large \(D/F\), where \(\sigma_1\simeq2\pi/\ln(\xi/r_0)\). This falls logarithmically as \(D/F\) grows, so a pure power law is an idealization even in the limit. For compact discs at 0.1 ML, with the contact radii of the example below, this pushes the local exponent above one third: 0.336 at \(D/F=10^8\) and 0.343 at \(10^{11}\). The approach from below belongs to constant capture numbers.

A lattice simulation tests the mean-field treatment. Atoms land and hop at random on a square lattice of \(160\times160\) sites, and every island occupies one site. The comparison uses (2) with the disc formula, the trap radius being matched to the long-distance potential of the lattice walk. At 0.05 ML and \(D/F=10^5\), the simulated density is \(7.5\times10^{-3}\) per site and the mean-field one \(7.8\times10^{-3}\). At \(10^7\) they are \(2.0\times10^{-3}\) and \(2.1\times10^{-3}\). The exponents between these points are 0.287 and 0.281, the simulated one being uncertain by up to about 0.02 from counting noise. The simulation thus agrees with the mean-field equations to within several per cent. At \(D/F=10^7\) the two runs contain only about 100 islands in all, so the difference of 7% found there is not a precise measure of the mean-field error. This range of \(D/F\) does not reach the cube-root limit.

## Platinum on Pt(111) at 150 K

Take rough typical values for the hop barrier, 0.26 eV, and the attempt rate, \(5\times10^{12}\ \mathrm{s^{-1}}\), and set the site spacing of the model to \(a=0.277\) nm. Three figures are kept below only to compare the formulas with the integration; they are not the accuracy for a real surface. Let \(F=0.01\) ML/s, \(\theta=0.1\) ML, and use the model values \(\sigma_1=3\), \(\sigma_x=6\), so \(k=0.5\). With \(k_BT=0.012926\) eV, the hop rate is

\[
h=5\times10^{12}\,e^{-0.26\,\mathrm{eV}/k_BT}\ \mathrm{s^{-1}}=9.19\times10^3\ \mathrm{s^{-1}} .
\]

A random walk in two dimensions has diffusivity \(ha^2/4\). Dividing by the triangular-lattice site area \(\sqrt3a^2/2\) gives \(D=h/(2\sqrt3)=2.65\times10^3\) site areas per second, and \(D/F=2.65\times10^5\). Then

\[
N_0=\left(\frac{3\cdot3\cdot0.1}{6^2\cdot2.65\times10^5}\right)^{1/3}=4.55\times10^{-3}\ \text{per site}.
\]

Here \(v_0^2=33.0\), so (5) predicts a reduction of \(4(0.5)/33.0=6.1\%\) relative to \(N_0\). Integrating (2) gives a reduction of 5.4%, to \(4.31\times10^{-3}\) per site. This is about \(6.5\times10^{12}\ \mathrm{cm^{-2}}\), a mean spacing of 3.9 nm, with some 23 atoms per island.

At fixed temperature and coverage, a tenfold flux multiplies the integrated density by 2.03, not by \(10^{1/3}=2.15\). The local exponent is 0.315, while (6) gives \(0.333-2/(3\cdot33.0)=0.313\).

Several neglected effects, each switched on alone, change the integrated density as follows:

- capture numbers from the disc formula, with contact radii \(2/\sqrt\pi\) for two adatoms and \((\sqrt s+1)/\sqrt\pi\) for an adatom and an island of mean size \(s\): +21% (with island radius \(\sqrt{s/\pi}\) it is +24% for adatom radius \(1/\sqrt\pi\) and +34% for adatom radius one site spacing);
- coalescence, if islands were placed at random: −8.8% (an overestimate for compact islands, which nucleate preferentially away from one another);
- landing on islands: −3.5%, or about −7% if atoms landing on the sites beside a compact island also join it at once;
- landing on or beside adatoms: +1.5%.

The first is large although the final capture numbers, 3.4 and 5.9, are close to those assumed. By (4), the final values alone would raise \(N\) by a factor \((3.43/3)^{1/3}(6/5.90)^{2/3}\simeq1.06\). The rest reflects earlier growth, when islands were smaller and captured less: the leading law is then \(N^3=(3/R)\int(\sigma_1/\sigma_x^2)\,d\theta\), which remembers the whole history. The local exponent with these capture numbers is 0.306. The two capture numbers act in opposite directions. If only \(\sigma_1\) varies and \(\sigma_x\) is held at 5.90, the exponent is 0.343; if only \(\sigma_x\) varies and \(\sigma_1\) is held at 3.43, it is 0.281. With both held at these values it is 0.314, so the two effects nearly cancel. Their small balance depends on the radii assumed: with island radius \(\sqrt{s/\pi}\) and the two adatom radii above, the exponent is 0.315 and 0.317 instead of 0.306.

For the real surface, stable and nearly immobile dimers are a reasonable description at this temperature. With a rough dimer barrier of 0.37 eV, a dimer reaches another island about 0.006 times as often as it captures an adatom. Dimer breakup and desorption are negligible for rough energies of 0.5 and 5 eV. The assumption that fails visibly is compactness: islands here are ramified, so the change of 21% found for compact discs need not hold quantitatively. The barrier matters as much. At leading order \(N\propto e^{E/3k_BT}\), so an error of 0.01 eV in the hop barrier \(E\) changes \(N\) by a factor of about 1.3, up or down.

If the metal arrives in a molecular precursor, \(F\) must be the rate at which mobile metal adatoms are released. The law then applies if this release is uniform over the surface and constant in time, if the remaining ligands neither block sites nor bind the adatoms, and if dimers remain stable and immobile. A precursor that reacts preferentially at island edges violates the first condition, because the supply of mobile adatoms then depends on \(N\). On warming, dimer motion or breakup eventually competes with growth, and the rate equations themselves must change. The remaining values are in the numerical output.

## Computed values

```
TESTS
hierarchy/pair island density - 1: -5.6e-10
scaled time of limit test: 9.549e+05
relative shift from limit law: -1.563e-04
shift from correction formula: -1.574e-04
largest u*v on the grid: 0.999921
flux exponent at D/F = 1e+04: 0.2793
flux exponent at D/F = 1e+06: 0.3216
flux exponent at D/F = 1e+08: 0.3307
flux exponent at D/F = 1e+10: 0.3327
landing factor at 0.1 ML: 0.9667
coalescence factor at 0.1 ML: 0.9094
Monte Carlo: side 160 sites, coverage 0.05 ML, 2 runs
D/F=1e+05: N simulated 7.480e-03, mean-field 7.802e-03 per site
D/F=1e+07: N simulated 1.992e-03, mean-field 2.135e-03 per site
exponent: simulated 0.287, mean-field 0.281
EXAMPLE Pt on Pt(111), rough inputs
temperature: 150 K; kT: 0.01293 eV
flux: 0.01 ML/s; coverage: 0.1 ML
hop barrier: 0.26 eV; attempt rate: 5e+12 1/s
spacing: 0.277 nm; site area: 0.06645 nm^2
capture numbers: s1 = 3, sx = 6, k = 0.50
hop rate: 9.191e+03 1/s
diffusivity: 2.653e+03 site areas/s
D/F: 2.653e+05
scaled time tau: 126.2
island density, limit law: 4.550e-03 per site
v0 squared: 32.96
first correction: -6.07 %
island density, integrated: 4.307e-03 per site
integrated vs limit law: -5.36 %
island density, integrated: 6.481e+12 1/cm^2
mean island spacing: 3.93 nm
adatom density, integrated: 1.413e-04 per site
mean island size: 23.2 atoms
density ratio for tenfold flux: 2.026
cube root of ten: 2.154
local flux exponent: 0.3153
NEGLECTED EFFECTS (change of island density)
variable capture numbers: 21.1 %
their final values: s1 = 3.43, sx = 5.90
flux exponent with them: 0.3064
landing on islands: -3.5 %
landing on or beside adatoms (7 sites): 1.5 %
coalescence: -8.8 %
NEGLECTED EFFECTS (ratio of rates)
rough dimer barrier 0.37 eV, bond 0.5 eV
rough adatom binding 5.0 eV
dimer reaches island / dimer grows: 6.14e-03
dimer breaks / dimer grows: 3.9e-13
adatom desorbs / is captured: 7.4e-158
```
